# Why density and potential mixing need adjoint dielectric preconditioners

A preconditioner that is correct for potential mixing can ruin density mixing. In the metal slab treated below, a small sloshing error in the density is almost removed by one step with the right operator. The same step with the operator that is ideal for the potential makes the error twelve times larger. Both operators are inverse dielectric operators built from the same response and the same interaction; they differ in the order of two factors. Kerker's model hides the difference, because its factors commute.

Hartree atomic units are used throughout. Let $F$ be the map that takes a potential $V$ to the density of independent electrons in $V$, at fixed electron number and temperature, and let

$$V[n]=V_{\rm ext}+V_{\rm Hxc}[n]$$

be the potential generated by a density $n$. Self-consistency means $n_*=F(V_*)$ with $V_*=V[n_*]$. The two linear operators that matter are

$$\chi_0=\frac{\delta F}{\delta V}\bigg|_{V_*},\qquad K=\frac{\delta V_{\rm Hxc}}{\delta n}\bigg|_{n_*}.$$

Both are real and self-adjoint because both are second derivatives. For $K$ the function is the energy $E_{\rm Hxc}[n]$, whose first derivative is $V_{\rm Hxc}$. For $\chi_0$ it is the free energy of the independent electrons,

$$A[V]=\min_\Gamma\left\{{\rm Tr}\,\Gamma(T+V)-k_BT\,S[\Gamma]\right\},$$

where $\Gamma$ runs over one-particle density matrices with the given electron number, $T$ in the trace is the kinetic energy and $S$ is the entropy. At the minimum a change of $\Gamma$ contributes nothing to first order, so $\delta A/\delta V=n=F(V)$ and $\chi_0=\delta^2A/\delta V^2$. Moreover $A$ is a minimum of functions linear in $V$, hence concave, so $\chi_0$ has no positive eigenvalue. A finite temperature, or a gap at zero temperature, is assumed so that the derivative exists.

In density mixing the residual is $R_n(n)=F(V[n])-n$ and the update is $n\to n+P_nR_n$. Put $n=n_*+e$ with small $e$. The potential changes by $Ke$, the output density by $\chi_0Ke$, and therefore

$$R_n=\chi_0Ke-e=-(1-\chi_0K)e .$$

The error after the update is

$$e'=e+P_nR_n=\left[1-P_n(1-\chi_0K)\right]e .$$

In potential mixing the residual is $R_V(V)=V[F(V)]-V$. With $V=V_*+u$, the density changes first, by $\chi_0u$, and the new potential then by $K\chi_0u$:

$$R_V=-(1-K\chi_0)u,\qquad u'=\left[1-P_V(1-K\chi_0)\right]u .$$

Assume that $1-\chi_0K$ is invertible, which fails at an instability where a density change sustains itself. The linear error then vanishes in one step, for every initial error, if and only if the bracket is zero:

$$P_n=(1-\chi_0K)^{-1},\qquad P_V=(1-K\chi_0)^{-1}. \tag{1}$$

This is the sense in which each scheme needs its own inverse. Convergence in many steps asks for less, namely that all eigenvalues of the bracket have modulus below one.

Since an adjoint reverses the order of a product,

$$(1-\chi_0K)^\dagger=1-K^\dagger\chi_0^\dagger=1-K\chi_0,$$

and so $P_V=P_n^\dagger$. Two inverses are equal when the operators themselves are equal, so $P_n=P_V$ if and only if $\chi_0K=K\chi_0$.

The two schemes are nevertheless closely tied. Expanding both sides shows that

$$K(1-\chi_0K)=K-K\chi_0K=(1-K\chi_0)K .$$

Multiplication by $P_V$ from the left and $P_n$ from the right gives

$$P_VK=KP_n. \tag{2}$$

Suppose that $V_{\rm Hxc}$ is the Hartree potential alone, so that $V[n]$ is linear apart from a constant term. If $V=V[n]$, then $R_V=V[F(V)]-V[n]=KR_n$, and

$$V+P_VR_V=V[n]+P_VKR_n=V[n]+KP_nR_n=V[n+P_nR_n].$$

The potential iteration is then the density iteration seen through $V[n]$, step by step and also far from self-consistency. The argument used only (2), so it holds as well when both preconditioners contain the same approximate, self-adjoint $\chi_0$. With exchange and correlation it holds to first order in the error. To this extent nothing is gained or lost by choosing one variable, provided that the preconditioner is transposed with it.

For the models, take $K=v$, the Coulomb operator in a periodic cell, with $v_G=4\pi/G^2$ for $G\neq0$ and $v_0=0$. Let $Q$ denote the projector that removes the mean of a function. Kerker's model gives every point the same density of states $D_0$:

$$\chi_0=-D_0Q .$$

The projector keeps the electron number fixed. Plane waves diagonalize both $\chi_0$ and $v$, so they commute, and for $G\ne0$

$$P_n=P_V=\frac{1}{1+4\pi D_0/G^2}=\frac{G^2}{G^2+4\pi D_0}. \tag{3}$$

Long waves are suppressed by $G^2/4\pi D_0$, and short ones pass unchanged. The same commutation holds for any response that is diagonal in plane waves.

In an inhomogeneous metal the density of states at the Fermi level, $D(\mathbf r)\ge0$, depends on position. If a slowly varying potential change shifts the local levels by $\delta V(\mathbf r)$ while the chemical potential moves by $\delta\mu$, the density changes by $-D(\delta V-\delta\mu)$. Fixed electron number requires $\delta\mu=\int D\,\delta V/\int D$. Hence

$$\chi_0=-D(\mathbf r)+\frac{|D\rangle\langle D|}{\int D}. \tag{4}$$

To find $P_n$, solve $(1-\chi_0v)x=r$ for a neutral residual $r$. The output of $\chi_0$ integrates to zero, so $x$ is neutral too. Let $L=-\nabla^2$, $y=vx$ and $w=y-\int Dy/\int D$. Then $\chi_0y=-Dw$, and because $w$ and $y$ differ by a constant, $Lw=Ly=4\pi x$. The equation becomes

$$\frac{Lw}{4\pi}+Dw=r\quad\Rightarrow\quad w=4\pi(L+4\pi D)^{-1}r,$$

and $x=Lw/4\pi$ gives

$$P_n=L\,(L+4\pi D)^{-1}\quad\text{on neutral residuals}. \tag{5}$$

The inverse exists unless $D$ vanishes everywhere: a function annihilated by $L+4\pi D$ must have zero gradient, so it is a constant, and $D$ times this constant must vanish.

For $P_V$, solve $(1-v\chi_0)y=s$ with a residual $s$ of zero mean. Now let $w=y-\int Dy/\int D$ for this $y$, so that $y+vDw=s$. The function $Dw$ is neutral by the definition of $w$, hence $LvDw=4\pi Dw$. Applying $L$ to the equation gives

$$(L+4\pi D)w=Ls .$$

Since $y$ has zero mean and differs from $w$ by a constant, $y=Qw$, and

$$P_V=Q\,(L+4\pi D)^{-1}L\quad\text{on zero-mean residuals}. \tag{6}$$

The factors stand in the opposite order. The density preconditioner reads the residual as a charge, finds its screened potential, and returns the charge belonging to that potential. The potential preconditioner first turns the residual into the charge that would produce it, and returns a screened potential.

Writing $B=(L+4\pi D)^{-1}$ makes the difference visible. From $(L+4\pi D)B=1$ and $B(L+4\pi D)=1$,

$$LB=1-4\pi DB,\qquad BL=1-4\pi BD .$$

In (5) the correction to the residual carries $D$ on the left, so it vanishes where there are no states to respond. In (6) $D$ acts first and $B$ then spreads the result, also into vacuum. That is right for a potential, which a charge on the metal changes at a distance. Applied to a density, it places charge where the electrons cannot respond.

It remains to show that (4) commutes with $v$ only for constant $D$. Let $\Omega$ be the cell volume and $D_{\mathbf G}=\Omega^{-1}\int D\,e^{-i\mathbf G\cdot\mathbf r}$. Between plane waves,

$$(\chi_0)_{\mathbf G\mathbf G'}=-D_{\mathbf G-\mathbf G'}+\frac{D_{\mathbf G}D^*_{\mathbf G'}}{D_0},\qquad [\chi_0,v]_{\mathbf G\mathbf G'}=(\chi_0)_{\mathbf G\mathbf G'}(v_{G'}-v_G),$$

where $D_0$ is now the mean of $D$. Choose any nonzero reciprocal vector $\mathbf q$, and set $\mathbf G'=m\mathbf q$, $\mathbf G=(m+1)\mathbf q$ with $m\geq1$. The lengths differ, so the Coulomb factor is not zero. If the commutator vanishes, then

$$D_{\mathbf q}=\frac{D_{(m+1)\mathbf q}D^*_{m\mathbf q}}{D_0}\quad\text{for every }m\ge1 .$$

The Fourier coefficients of an integrable function tend to zero at large wavevector, so the right side tends to zero as $m$ grows, while the left side does not depend on $m$. Hence $D_{\mathbf q}=0$ for every $\mathbf q\neq0$, and $D$ is constant.

A dielectric model with local polarizability $\alpha(\mathbf r)$ behaves likewise. Its response $\chi_0=\nabla\cdot\alpha\nabla$ has elements $-\alpha_{\mathbf G-\mathbf G'}\,\mathbf G\cdot\mathbf G'$. For $\mathbf G=2\mathbf q$ and $\mathbf G'=\mathbf q$ the commutator element is

$$-2q^2\alpha_{\mathbf q}\left(\frac{4\pi}{q^2}-\frac{4\pi}{4q^2}\right)=-6\pi\alpha_{\mathbf q},$$

which vanishes for all $\mathbf q\ne0$ only if $\alpha$ is constant. In that case $\chi_0v=-4\pi\alpha$ on neutral functions, and both preconditioners are $1/(1+4\pi\alpha)$, the inverse of a dielectric constant. These conclusions rest on $K=v$. Position dependence alone does not suffice for every interaction: a contact interaction $K=c\,1$ commutes with any $\chi_0$.

The cost of a swap follows from (1). If $P_V$ is used on the density, the error is multiplied by

$$1-P_V(1-\chi_0K)=P_V\left[(1-K\chi_0)-(1-\chi_0K)\right]=P_V[\chi_0,K]. \tag{7}$$

A weakly inhomogeneous metal, $D=D_0+\delta D$, shows its size. To first order in $\delta D$, the commutator is already small, so $P_V$ may be replaced by (3). The product term in $\chi_0$ is of second order when $\mathbf G$ and $\mathbf G'$ are nonzero. With $k^2=4\pi D_0$, the element of (7) is

$$\frac{G^2}{G^2+k^2}(-\delta D_{\mathbf G-\mathbf G'})\left(\frac{4\pi}{G'^2}-\frac{4\pi}{G^2}\right)
=-4\pi\,\delta D_{\mathbf G-\mathbf G'}\frac{G^2-G'^2}{(G^2+k^2)\,G'^2}.$$

When $G'$ is small and $G$ is not, this grows as $1/G'^2$. A long-wave error is scattered into shorter waves with the full Coulomb amplification that the preconditioner was meant to remove. For a modulation of fixed wavelength and amplitude, the error left after a single swapped step therefore grows as $1/G'^2$, at this order, as the cell grows and admits smaller $G'$. The asymptotic factor per step grows more slowly. The reverse element, which scatters $\mathbf G$ back into $\mathbf G'$, is $+4\pi\,\delta D^*_{\mathbf G-\mathbf G'}(G^2-G'^2)/[(G'^2+k^2)G^2]$ and stays bounded as $G'\to0$. The diagonal elements vanish at this order, so the eigenvalues are set by the square root of the product of the two elements and grow only as $1/G'$. A swapped step can thus amplify a long-wave error while the iteration still converges.

The worked example is a strongly inhomogeneous case: a model slab, uniform in the plane and periodic along $z$ with period 40 bohr. A positive background of density 0.010 bohr$^{-3}$ and width 20 bohr has smooth edges, and an external barrier of 0.40 Ha confines the electrons. The interaction is Hartree only; exchange and correlation are left out. For motion along $z$ with energy $\varepsilon_i$ and wavefunction $\psi_i$, the free in-plane motion, including spin, gives the occupation per area

$$f_i=2\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1}{e^{(\varepsilon_i+k^2/2-\mu)/k_BT}+1}=\frac{k_BT}{\pi}\ln\!\left(1+e^{(\mu-\varepsilon_i)/k_BT}\right),$$

because $d^2k=2\pi\,d(k^2/2)$. The density is $\sum_if_i\psi_i^2$, and $D(z)=\sum_i(\partial f_i/\partial\mu)\psi_i^2$. The temperature is $k_BT=0.010$ Ha.

The residual maps were differentiated numerically and compared with $1-\chi_0K$ and $1-K\chi_0$, where $\chi_0$ came from first-order perturbation theory. The largest deviation is about $10^{-9}$ of the largest matrix element, and the two numerical Jacobians are each other's transpose to similar accuracy. They are far from equal: on the grid of 81 points used here, the Frobenius norm of their difference is 0.70 of that of the density Jacobian. This ratio falls slowly on finer grids, where the identity contributes more to the norm of the Jacobian. The same test was made for a periodic electron gas with a modulated background and Dirac exchange, where $K$ itself depends on position. It holds equally well there, with a relative distance of 0.17.

For Hartree interaction the eigenvalues of $1-\chi_0v$ are real and at least one, since the nonzero eigenvalues of $-\chi_0v$ are those of $v^{1/2}(-\chi_0)v^{1/2}$, which has no negative ones. The largest in the slab is 22.9. Plain mixing with a factor $a$ multiplies an error mode of eigenvalue $\lambda$ by $1-a\lambda$, so it converges only for $a<2/22.9=0.087$.

One step was then taken from a small error proportional to $\sin(2\pi z/40)$, with $z$ in bohr and an amplitude of $10^{-8}$ bohr$^{-3}$ for the density or $10^{-6}$ Ha for the potential. With the correct exact inverse, the remaining fraction of the error norm is $1.0\times10^{-4}$ for the density and $2.0\times10^{-6}$ for the potential. What remains is of second order in the error, so these fractions shrink in proportion to the amplitude. With the inverses exchanged, the errors are multiplied by 12.1 and 11.0.

Kerker's model needs a bulk density of states. From $n=k_F^3/3\pi^2$ and $\varepsilon_F=k_F^2/2$,

$$D_0=\frac{dn/dk_F}{d\varepsilon_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}=\frac{0.6665}{\pi^2}=0.0675\ {\rm Ha^{-1}\,bohr^{-3}} .$$

The smallest nonzero wavevector is $2\pi/40=0.157$ bohr$^{-1}$, where (3) gives

$$\frac{0.157^2}{0.157^2+4\pi\times0.0675}=0.028 .$$

The slab's own $D(z)$ is 0.0662 Ha$^{-1}$ bohr$^{-3}$ at the centre, close to the bulk value, but only $5.9\times10^{-6}$ in the middle of the vacuum. Kerker's operator therefore screens a region that has almost nothing to screen with. The commutator $[\chi_0,v]$, measured against the norm of $\chi_0v$, is zero to rounding for Kerker and 0.76 for the local model (4).

When these models precondition the true slab response, the spectral radius of the error matrix gives the asymptotic factor per step. It is 0.954 for Kerker and 0.203 for the local model in the correct order. Each value is the same for density and potential mixing, as it must be: with $J_n=1-\chi_0K$ and $J_V=J_n^\dagger$, the transpose of $P_nJ_n$ is $J_VP_V$, which has the same eigenvalues as $P_VJ_V$.

With the local model in the swapped order, the spectral radius is 4.54 in both schemes, so the iteration diverges near self-consistency. Damping does not help. The matrix $P_VJ_n$ has an eigenvalue $\lambda$ with real part $-3.54$, and for any mixing factor $a>0$

$$|1-a\lambda|^2=1-2a\,{\rm Re}\,\lambda+a^2|\lambda|^2>1 .$$

This is a property of the slab and not of non-commutation as such: with exact inverses, (7) is small when the commutator is small enough, and the swapped iteration then still converges.

Undamped nonlinear iterations from the background density agree with this picture. The largest density residual starts at $3.9\times10^{-3}$ bohr$^{-3}$. After ten steps with the local model in the correct order it is $4.5\times10^{-10}$ bohr$^{-3}$, an average factor of $(1.2\times10^{-7})^{1/10}\approx0.20$ per step, in line with the spectral radius. Kerker reaches $7.7\times10^{-5}$ bohr$^{-3}$, an average factor of 0.68; the spectral radius of 0.954 describes only the late stage of the iteration and need not equal an average over the first ten steps. The swapped order ends at $1.5\times10^{-2}$ bohr$^{-3}$, above its starting value and above the background density of 0.010 bohr$^{-3}$ itself. The residual rises and falls irregularly from step to step, so this value is only a snapshot. The iteration has not converged, and a residual as large as the density cannot be treated as a small error, so a linear growth factor does not describe this stage.

The potential iteration with the transposed local preconditioner reduces its largest residual from 0.37 Ha to $6.1\times10^{-9}$ Ha in the same ten steps. Its potentials agree with those generated by the density iteration to $5\times10^{-15}$ Ha at every step, as (2) requires for Hartree interaction. The numerical output below lists these values.

## Numbers as computed

```
period along z: 40.0 bohr; grid points: 81
electronic temperature kT: 0.010 Ha
slab background density: 0.010 bohr^-3
slab width: 20.0 bohr; edge parameter: 1.0 bohr
slab confining barrier: 0.40 Ha
gas mean density: 0.020 bohr^-3; modulation: 0.8
slab: density Jacobian vs 1-chi0 K, rel. error: 1.2e-09
slab: potential Jacobian vs 1-K chi0, rel. error: 1.4e-09
slab: potential Jacobian vs adjoint, rel. error: 1.6e-09
slab: rel. distance between the two Jacobians: 0.704
gas: density Jacobian vs 1-chi0 K, rel. error: 1.8e-09
gas: potential Jacobian vs 1-K chi0, rel. error: 1.1e-09
gas: potential Jacobian vs adjoint, rel. error: 2.8e-09
gas: rel. distance between the two Jacobians: 0.167
slab: largest eigenvalue of 1-chi0 K: 22.91
slab: upper limit of plain mixing factor: 0.0873
density error left after one step, correct: 1.0e-04
density error left after one step, swapped: 12.142
potential error left after one step, correct: 2.0e-06
potential error left after one step, swapped: 11.032
bulk Fermi wavevector: 0.6665 bohr^-1
bulk density of states D0: 0.06753 Ha^-1 bohr^-3
Thomas-Fermi wavevector: 0.9212 bohr^-1
smallest nonzero G: 0.1571 bohr^-1
Kerker factor at smallest G: 0.0283
slab D at centre: 0.06617 Ha^-1 bohr^-3
slab D in mid-vacuum: 5.9e-06 Ha^-1 bohr^-3
dielectric model alpha inside slab: 0.20
rel. commutator with v, Kerker: 3.2e-16
rel. commutator with v, local D(z): 0.756
rel. commutator with v, uniform alpha: 3.9e-14
rel. commutator with v, alpha(z): 0.344
spectral radius, Kerker, either scheme: 0.954
spectral radius, local D, density, correct: 0.203
spectral radius, local D, potential, correct: 0.203
spectral radius, local D, density, swapped: 4.537
spectral radius, local D, potential, swapped: 4.537
smallest real part of swapped P J eigenvalues: -3.537
initial max density residual: 3.90e-03 bohr^-3
local D, correct: after 10 steps 4.54e-10 bohr^-3
local D, swapped: after 10 steps 1.46e-02 bohr^-3
Kerker: after 10 steps 7.68e-05 bohr^-3
initial max potential residual: 3.73e-01 Ha
potential, local D, correct: after 10 steps 6.14e-09 Ha
max mismatch of the two matched trajectories: 5.1e-15 Ha
```
